Field at the apex of a hemispherical bump on a flat electrode

**Problem**

A flat metal electrode fills the plane z = 0. On it sits a hemispherical bump of the same metal, of radius a, centred at the origin. An insulating film fills the space above. Far from the bump the field in the film is uniform, of magnitude E₀, and points along +z.

(a) Find the potential in the film.
(b) Find the field on the bump's surface. How large is it at the apex, and how does that value depend on a?
(c) How far does the disturbed field reach, and which part of the electrode supplies the extra flux collected by the bump?
(d) A film 10 nm thick, in the regime of a hafnia memory capacitor, carries 2.0 V. One electrode has a bump of radius 1.0 nm. Find the apex field and compare it with a rough breakdown strength of 4 MV/cm.

Assume that the metal is a perfect conductor, that the film is a uniform, isotropic, linear dielectric without free charge, and that the counter-electrode is far away compared with a.

**Hints**

1. The potential vanishes on the flat electrode. Continue it to z < 0 as an odd function of z. What body does the bump become?

2. Use spherical coordinates about the origin, with θ measured from the +z axis. Which Legendre polynomials are odd in cos θ?

3. The far field fixes the coefficients of the growing solutions. The condition on the bump fixes the decaying ones.

4. For (c), integrate the normal field over the bump and over the surrounding plane, and compare each with its value on a flat electrode.

5. For (d), ask over what distance the field stays high, as well as how high it is.

**Solution**

*The boundary problem.* Without free charge, div D = 0. With D = ε₀ε_r E, constant ε_r and E = −∇φ, this becomes

∇²φ = 0.

The permittivity has dropped out. Taking the metal as the zero of potential, the conditions are

φ = 0 on the plane (z = 0, r > a) and on the bump (r = a),
φ + E₀z → 0 as r → ∞.

The second follows from the sign convention: φ = −E₀z gives a field +E₀ along z.

*Reflection.* Define φ(x, y, −z) = −φ(x, y, z). Because φ vanishes on the plane, this odd continuation is again a solution of Laplace's equation across it. The problem is now that of a full sphere at zero potential in a uniform field, restricted to solutions odd in z.

*Separation.* The problem is symmetric about the z axis, so φ depends on r and c = cos θ:

∂/∂r (r² ∂φ/∂r) + ∂/∂c [(1 − c²) ∂φ/∂c] = 0.

Insert φ = R(r)P(c) and divide by RP. The first term then depends on r alone and the second on c alone, so each is constant:

(1/R) d/dr (r² dR/dr) = λ,
(1/P) d/dc [(1 − c²) dP/dc] = −λ.

Solutions finite at both poles, c = ±1, require λ = l(l + 1) with l = 0, 1, 2, …, and are the Legendre polynomials P_l(c). Trying R = rᵖ in the radial equation gives p(p + 1) = l(l + 1), so p = l or p = −l − 1. Since P_l(−c) = (−1)ˡ P_l(c), oddness in z selects odd l:

φ = Σ_(l odd) [A_l rˡ + B_l r^(−l−1)] P_l(c).

*The coefficients.* Far away φ must approach −E₀ r c = −E₀ r P₁(c). Hence A₁ = −E₀ and all other A_l vanish. On the bump,

−E₀ a P₁(c) + Σ_(l odd) B_l a^(−l−1) P_l(c) = 0 for 0 ≤ c ≤ 1.

For odd l and m the product P_l P_m is even in c, so its integral over the half range is half the integral over the full range:

∫₀¹ P_l P_m dc = δ_lm/(2l + 1).

Multiplying the bump condition by P_m and integrating gives

−E₀ a δ_m1/3 + B_m a^(−m−1)/(2m + 1) = 0.

For m = 1 this yields B₁ = E₀a³; for m = 3, 5, … it yields B_m = 0. Therefore

φ = −E₀ (r − a³/r²) cos θ = −E₀ z (1 − a³/r³).

This answers (a). The factor z makes φ vanish on the plane, and the bracket makes it vanish on the bump.

*No other solution exists.* Let u be the difference of two solutions. It obeys Laplace's equation, vanishes on the metal and tends to zero at infinity. In the region between the metal and a large hemisphere, |u| cannot exceed its largest value on the boundary. That value tends to zero as the hemisphere grows, so u = 0 everywhere.

*The field.* Differentiating the potential,

E_r = −∂φ/∂r = E₀ (1 + 2a³/r³) cos θ,
E_θ = −(1/r) ∂φ/∂θ = −E₀ (1 − a³/r³) sin θ.

At r = a the tangential part E_θ vanishes, as it must on a conductor, and

E_r(a, θ) = 3E₀ cos θ.

At the apex, θ = 0, the field is 3E₀, whatever the radius. This answers (b).

Of the factor 3, the applied field contributes 1 and the change in surface charge caused by the bump contributes 2. The induced part of the potential, E₀a³ cos θ/r², is that of a dipole at the origin with moment p = 4πε₀ε_r a³E₀. The moment grows as a³, while the field of a given dipole at distance a falls as 1/a³, so the radius cancels. The same follows from dimensions: a is the sole length in the problem, and a pure number cannot depend on a single length. A second length, such as a film thickness or a screening length, removes this protection.

At the rim, θ = 90°, the field is zero: the corner between bump and plane is shielded by the metal around it. A grid solution of Laplace's equation that imposes no particular angular form gives a factor of 3.0002 at the grid point nearest the apex (θ = 0.75°) and departs from 3 cos θ by at most 0.0005 in units of E₀.

*Reach of the enhancement.* On the axis above the bump, r = z and

E(z) = E₀ (1 + 2a³/z³).

The excess over E₀ is 2E₀ at the apex. It has fallen to half of this, E₀, where 2a³/z³ = 1, or z = 2^(1/3) a ≈ 1.26a. That point lies 0.26a above the apex. A larger bump therefore has the same peak field but a proportionally deeper region of high field.

*Origin of the flux.* The flux of E leaving the bump is

∫₀^(π/2) 3E₀ cos θ · 2πa² sin θ dθ = 6πa²E₀ · ½ = 3πa²E₀,

three times the flux πa²E₀ from the flat disc that the bump covers. On the surrounding plane, at distance ρ from the centre, the upward direction is that of decreasing θ, so

E_z = −E_θ = E₀ (1 − a³/ρ³).

The change in the plane's flux, relative to a flat electrode, is

∫_a^∞ (−E₀a³/ρ³) 2πρ dρ = −2πa³E₀ ∫_a^∞ dρ/ρ² = −2πa²E₀.

The bump gains 3 − 1 = 2 footprints of flux and the plane loses 2. In the limit of a distant counter-electrode, the bump redistributes the electrode's charge without changing its total. This answers (c).

*Numbers for the capacitor.* The applied field is

E₀ = 2.0 V/10 nm = 0.20 V/nm = 2.0 MV/cm,

and the ideal apex field is 3 × 2.0 = 6.0 MV/cm. Allowing for the thinner film above the bump but not for its curvature would give V/(d − a) = 2.0 V/9.0 nm, or 2.2 MV/cm. That estimate suits the middle of a plateau much wider than the film, where the field lines are parallel. Over a small bump they converge.

The apex field is 1.5 times the assumed strength. On the surface, the field exceeds 4 MV/cm where 6.0 cos θ > 4, that is, within 48° of the apex. On the axis, 2.0(1 + 2a³/z³) = 4 gives z³ = 2a³, or 0.26 nm above the apex. This equals the half-excess distance because 4 lies midway between 2 and 6.

Such a depth is of atomic size, where a smooth dielectric is a doubtful description. A breakdown strength measured as voltage over thickness is moreover a property of the whole film. A local field above it marks a place of high stress; it does not by itself predict failure.

*Comparison with a real capacitor.* A thickness of 10 nm and fields of a few MV/cm are typical of ferroelectric hafnia capacitors, as are, roughly, ε_r = 30 and a polarization of 20 µC/cm². The bump's radius and shape are chosen for the exercise. One assumption that is doubtful at this size is the perfect conductor. In a real metal the field decays over a screening length λ, here roughly 0.05 nm. Leave the film's ferroelectric polarization aside for the moment. If E is the normal field in the film, continuity of D then gives a field ε_r E just inside a metal of background permittivity 1. The potential drop in the metal is then λε_r E = sE, with s = 30 × 0.05 nm = 1.5 nm, which is larger than the bump. With φ = 0 replaced by a drop sE at both electrodes, the film field falls to V/(d + 2s) = 2.0 V/13 nm, or 1.5 MV/cm. The numerical apex factor, for a distant counter-electrode, falls to 1.42. The apex field becomes 2.2 MV/cm instead of 6.0. For a bump ten times larger, with the same s and again a distant counter-electrode, the factor is 2.48. Radius independence thus requires a ≫ ε_r λ as well as a ≪ d, and a 10 nm film leaves little or no room between the two. The screening model is itself simple. The drop sE is the flat-surface result; on the bump it has curvature corrections of order λ/a = 5%, which shift the factor 1.42 and the field 2.2 MV/cm by a few per cent. Also, for the same λ, a larger background permittivity of the metal would reduce s. The value 6.0 MV/cm is the perfect-conductor result, not a prediction for a particular device.

*Polarization and anisotropy.* A uniform ferroelectric polarization P adds nothing to div D, so between perfect electrodes at fixed voltage it leaves φ unchanged. Between screening electrodes it does not: for a given film field, it adds P/ε₀ to the field just inside a flat metal surface, and so a potential drop λP/ε₀, about 1.1 V at each electrode for the values above. That is comparable with the applied voltage, and at fixed voltage the film field must change to compensate, so the screened fields of 1.5 and 2.2 MV/cm hold only for a film without ferroelectric polarization. A non-uniform polarization matters, and fields of 2 to 6 MV/cm, at or above the coercive field of hafnia (roughly 1 to 2 MV/cm), can switch it locally, so the linear-dielectric assumption is itself a limit on these numbers. Where two domains meet head to head, the wall carries a bound charge 2P per unit area. If uncompensated, a wide, flat wall parallel to the electrodes and halfway between them produces a field P/(ε₀ε_r) = 7.5 MV/cm on each side, more than the ideal apex field. Compensating charge at the wall lowers this.

A modest anisotropy of the permittivity has a smaller effect. Let the permittivity be ε_∥ along z and ε_⊥ in the plane. The stretched coordinate z′ = z√(ε_⊥/ε_∥) restores Laplace's equation and turns the bump into half a spheroid; the ratio E_z/E₀ is unaffected by the stretch. For ε_⊥/ε_∥ = 1.2 the numerical apex factor is 3.23, about 8% above 3. In an isotropic film, a bump 1.2 times as tall as its base radius gives about 3.5. The factor 3 belongs to the hemisphere: it is insensitive to size within the stated limits, but not to shape.

**Variation 1: a counter-electrode at finite distance**

*Place a flat, perfectly conducting counter-electrode at z = d and let E₀ = V/d. Find the leading correction to the apex factor.*

Reflecting a vertical dipole in a conducting plane gives a dipole of the same orientation: the charges change sign and also exchange their vertical order. Repeated reflection of the bump's dipole in z = d and z = 0 produces images at z = 2nd, with n = ±1, ±2, …. Together with the original they lie in pairs symmetric about z = d. The potential of a vertical dipole is odd in the height above it, so each pair cancels on that plane and the voltage stays at its set value.

On its axis, at distance R, a dipole of moment p produces the field 2p/(4πε₀ε_r R³) = 2a³E₀/R³. All images add to the applied field at the bump:

δE = 2 Σ_(n≥1) 2a³E₀/(2nd)³ = ½ ζ(3) (a/d)³ E₀,

where ζ(3) = Σ 1/n³ ≈ 1.20. To leading order the bump sees a uniform field E₀ + δE, so

E_apex ≈ 3E₀ [1 + ½ ζ(3) (a/d)³].

For a/d = 0.1 the correction is 0.060% of the apex field. A numerical solution with higher multipoles gives 0.061%. At fixed d = 10 nm, that solution gives apex factors of 3.0002, 3.0018 and 3.0151 for radii of 0.5, 1.0 and 2.0 nm. With perfect conductors the factor thus rises slightly with radius, and even a bump one fifth as high as the film changes it by just 0.5%.

**Variation 2: tunnelling from the bump**

*Reverse the voltage, so that electrons leave the bump. The barrier is Φ = 2.0 eV and the tunnelling mass m is 0.2 electron masses (both rough). Does the tripled field act on the tunnelling probability like a uniform field 3E₀?*

Field magnitudes are unchanged by the reversal. Neglecting the image force, the WKB transmission for an electron at the Fermi level is about exp(−G), with

G = (2/ħ) ∫ √(2mU(z)) dz

taken over the region where the barrier energy U is positive. For a flat electrode U = Φ − eE₀z, and

∫₀^(Φ/eE₀) √(Φ − eE₀z) dz = (2/3) Φ^(3/2)/(eE₀),

so that G = 4√(2m) Φ^(3/2)/(3ħeE₀). The numbers give G = 43.20. Since G ∝ 1/E₀, a uniform field 3E₀ would give 14.4 and raise the transmission by a factor of about 3 × 10¹².

The potential above the bump gives instead

U(z) = Φ − eE₀ (z − a³/z²), from z = a to z = d.

This single-bump potential misses the set voltage at z = d by E₀a³/d² = 0.002 V, a small error, though it lies where U is close to zero: restoring the set voltage would lower G by a few hundredths. Numerical integration of the single-bump potential gives G = 37.25, reliable as about 37.2, a gain of about 4 × 10² over the flat film.

The answer is no, and the potential shows why. Between the apex and height z, the applied field alone would lower the barrier by eE₀(z − a). The bump adds

eE₀ (z − a³/z²) − eE₀ (z − a) = eE₀ (a − a³/z²) < eE₀a = 0.2 eV,

a small part of the 2.0 eV barrier. A uniform field 3E₀ would have to persist for Φ/(3eE₀) = 3.3 nm, whereas the real excess has halved after 0.26 nm.

A flat film thinned to 9 nm at the same voltage has G = 38.88. Compared with the original film, thinning at fixed voltage accounts for 4.3 of the total reduction of about 6.0 in G, and the converging field for the remaining 1.6 to 1.7; the split depends on taking the thinned film as the reference. These figures refer to transmission along the axis, not to the capacitor's total current, and they keep the perfect-conductor assumption. In this example the peak field alone is a poor measure of tunnelling, because the barrier is several bump radii wide.

The numerical output below lists the values used here.

Table of computed values

```
Film thickness: 10.0 nm
Voltage: 2.0 V
Bump radius: 1.0 nm
Applied field: 2.00 MV/cm
Apex field, ideal model: 6.00 MV/cm
Field from thinning alone, V/(d-a): 2.22 MV/cm
Apex factor, finite-volume solution: 3.0002
Largest error against 3 cos(theta): 0.0005 (units of E0)
Bump flux / flat-footprint flux: 3.0007
Plane flux change / flat-footprint flux: -2.0000
Apex factor between plates, radius 0.5 nm: 3.0002
Apex factor between plates, radius 1.0 nm: 3.0018
Apex factor between plates, radius 2.0 nm: 3.0151
Gap correction, numerical: 0.0607 %
Gap correction, leading formula: 0.0601 %
Height above apex where excess halves: 0.260 nm
Rough breakdown strength: 4.0 MV/cm
Apex field / rough strength: 1.50
Height above apex with field over strength: 0.260 nm
Polar angle with field over strength: 48.2 degrees
Apex factor, bump 1.2 times as tall: 3.495
Permittivity ratio, in-plane/normal: 1.2
Apex factor with this anisotropy: 3.232
Relative permittivity: 30
Electrode screening length: 0.05 nm
Screening length times permittivity, s: 1.50 nm
Apex factor with screening, s/a=1.50: 1.424
Apex factor with screening, s/a=0.15: 2.476
Film field with screening: 1.54 MV/cm
Apex field with screening: 2.19 MV/cm
Polarization: 20 uC/cm2
Unscreened charged-wall field: 7.53 MV/cm
Tunnel barrier: 2.0 eV
Tunnelling mass / electron mass: 0.2
WKB exponent, flat film: 43.20
WKB exponent, flat film thinned by a: 38.88
WKB exponent, true axial potential: 37.25
WKB exponent, uniform field 3 E0: 14.40
Transmission gain, true potential: 3.85e+02
Transmission gain, uniform 3 E0: 3.22e+12
```
